Radiative Lifetime of a Monolayer Exciton from Its Integrated Absorbance

**The question**

A freestanding monolayer lies in the plane z = 0 with vacuum on both sides. Weak, linearly polarised light of angular frequency ω falls on it at normal incidence and excites one isolated exciton line at ω0. The absorbance is defined here as the absorbed fraction of the incident power, A = 1 − R − T, where R and T are the reflected and transmitted fractions of the coherent beam. Its integral over photon energy is S = 6.0 meV.

The exciton is a harmonic mode with complex amplitude b, and |b|² is the number of excitons in a sample of area F. Its transition dipole is D√F, so D is a dipole per square root of area, and the polarisation per area is P = (D/√F)(b + b*). With E the total electric field at the sheet,

iħ db/dt = ħω0 b − D√F E.

Nonradiative processes, pure dephasing included, are represented by a term 2Γ dP/dt in the equation of motion of P. Fields vary as exp(−iωt).

Where further data are needed, take ħω0 = 2.00 eV, a total full width at half maximum of 40 meV, an exciton mass M of one free-electron mass, a thickness of 0.7 nm and a temperature of 300 K. These round values lie roughly in the regime of semiconducting transition-metal dichalcogenide monolayers at room temperature.

**(a) Find the radiative lifetime τ of the exciton population in terms of D.**

Model answer. Adding and subtracting the equation for b and its complex conjugate gives

d(b + b*)/dt = −iω0(b − b*)

d(b − b*)/dt = −iω0(b + b*) + 2iD√F E/ħ.

Differentiate the first, insert the second, and multiply by D/√F. With the nonradiative damping added,

d²P/dt² + 2Γ dP/dt + ω0²P = B E,  B = 2ω0D²/ħ.

The field E includes the field that the sheet itself radiates. Let E point along x and H along y. A wave travelling towards +z has H = ε0cE, and one travelling towards −z has H = −ε0cE. The radiated field E_s is the same on both faces, while Ampère's law makes H jump by minus the sheet current dP/dt:

ε0cE_s − (−ε0cE_s) = −dP/dt

E_s = −(dP/dt)/(2ε0c).

Put E = E_in + E_s into the equation of motion and move the radiated part to the left:

d²P/dt² + 2(Γ + Γ0) dP/dt + ω0²P = B E_in

2Γ0 = B/(2ε0c) = ω0D²/(ε0ħc).

Radiation therefore acts as an additional damping. To see what it does to the population, use the exciton energy per area,

U = [(dP/dt)² + ω0²P²]/(2B).

For free oscillation P = 2(D/√F) Re b and dP/dt = 2ω0(D/√F) Im b, so U = ħω0|b|²/F, as it should be. With E_in = 0 and Γ = 0,

dU/dt = (dP/dt)(d²P/dt² + ω0²P)/B = −2Γ0(dP/dt)²/B.

For Γ0 ≪ ω0 the two terms of U have equal averages over a cycle, so (dP/dt)² averages to BU and dU/dt = −2Γ0U. The population decays at the rate

1/τ = 2Γ0 = ω0D²/(ε0ħc).

The golden rule gives the same rate. In a box of length L and cross-section F, a photon mode has field amplitude √[ħω0/(2ε0FL)], so its coupling g to the exciton, in frequency units, obeys g² = D²ω0/(2ε0ħL). The two directions of travel together have L/(πc) modes per unit angular frequency. The rate 2πg²L/(πc) equals ω0D²/(ε0ħc), which confirms that τ counts photons leaving on both sides.

**(b) Find A(ω), its peak value and its full width.**

Model answer. For a harmonic field d/dt becomes −iω, and

P = B E_in/[ω0² − ω² − 2i(Γ + Γ0)ω].

The reflected amplitude is r = E_s/E_in = iωP/(2ε0cE_in). Since B/(2ε0c) = 2Γ0,

r = 2iΓ0ω/[ω0² − ω² − 2i(Γ + Γ0)ω].

The transmitted amplitude is t = 1 + r, because the transmitted wave is the incident one plus the radiated one. Define

u = ω − ω0²/ω,  γ = Γ + Γ0.

Dividing numerators and denominators by −ω gives

r = −2iΓ0/(u + 2iγ),  t = (u + 2iΓ)/(u + 2iγ)

R = 4Γ0²/(u² + 4γ²),  T = (u² + 4Γ²)/(u² + 4γ²).

In 1 − R − T the u² terms cancel and the numerator is 4(γ² − Γ² − Γ0²) = 8ΓΓ0. Hence

A = 8ΓΓ0/(u² + 4γ²).

At the peak, u = 0 and A = 2ΓΓ0/γ². This vanishes for Γ = 0, when the sheet returns all the energy to the coherent beams, and is largest, 1/2, for Γ = Γ0. Part of Γ may be pure dephasing; light that is then re-emitted incoherently is missing from R and T and counts as absorbed.

Half the peak is reached at u = ±2γ, that is, at ω² ∓ 2γω − ω0² = 0. The positive solutions are ω = ±γ + √(ω0² + γ²), and they differ by 2γ. The full width thus measures the sum of the two dampings and does not by itself yield the radiative one.

**(c) Integrate A over all photon energies and relate the area to τ.**

Model answer. As ω runs from 0 to ∞, u rises from −∞ to ∞. Solving ω² − uω − ω0² = 0 for the positive root gives

ω = [u + √(u² + 4ω0²)]/2

dω/du = ½[1 + u/√(u² + 4ω0²)].

The second term in the bracket is odd in u. For any integrable even function f it drops out, so that

∫₀^∞ f(u(ω)) dω = ½ ∫ f(u) du,

where the right-hand integral covers the whole real line. A is even in u, and ∫ du/(u² + 4γ²) = π/(2γ). Therefore

∫₀^∞ A dω = ½ · 8ΓΓ0 · π/(2γ) = 2πΓ0Γ/(Γ + Γ0).

Multiplying by ħ and using 2Γ0 = 1/τ,

S = (πħ/τ) · Γ/(Γ + Γ0).

No expansion about the resonance was needed for this area. When nonradiative broadening dominates, Γ ≫ Γ0, the last factor tends to one and

S = πħ/τ.

In this limit a larger Γ lowers the peak and widens the line in the same proportion, so the area keeps the radiative rate while the width does not. In the opposite limit, Γ ≪ Γ0, the area tends to 2πħΓ and measures the nonradiative damping instead.

**(d) Infer τ from S = 6.0 meV, assuming dominant nonradiative broadening. State which lifetime this is.**

Model answer. With ħ = 0.65821 meV ps,

τ = πħ/S = π × 0.65821 meV ps / 6.0 meV = 0.34 ps.

In SI units, S = 9.613×10⁻²² J and ħ = 1.0546×10⁻³⁴ J s, which give τ = 3.4×10⁻¹³ s. The corresponding radiative half-width is

ħΓ0 = S/(2π) = 0.955 meV,

and the radiative full width, ħ/τ, is 1.91 meV.

This is the time in which the population of bright excitons with zero in-plane momentum would fall by a factor e if radiation were the sole loss. The polarisation amplitude, whose square gives the population, would take twice as long, 0.69 ps. Neither is the lifetime of the actual population, which also decays nonradiatively. Nor can that total lifetime be read from the linewidth, since pure dephasing broadens the line without removing excitons.

**(e) How does the answer change if "absorbance" means −ln T or −log₁₀ T? Does static disorder matter?**

Model answer. From part (b),

−ln T = ln[(u² + 4γ²)/(u² + 4Γ²)].

Consider I(a) = ∫ ln[(u² + a²)/(u² + b²)] du over the real line, with a and b positive. Its derivative is dI/da = ∫ 2a du/(u² + a²) = 2π, and I(b) = 0, so I(a) = 2π(a − b). With a = 2γ, b = 2Γ and the factor ½ from part (c),

∫₀^∞ (−ln T) dω = ½ · 2π(2γ − 2Γ) = 2πΓ0.

The energy area of −ln T is therefore πħ/τ for any Γ > 0 in this model. If the 6.0 meV were such an area, τ = 0.34 ps would follow without the assumption of dominant nonradiative broadening. This area exceeds that of part (c) by 2πΓ0 − 2πΓ0Γ/γ = 2πΓ0²/γ in angular frequency. Half of the excess is reflected light, since the area of R is ½ · 4Γ0² · π/(2γ) = πΓ0²/γ. The other half arises because −ln T is larger than 1 − T.

A decadic absorbance is smaller than −ln T by the factor ln 10. If the 6.0 meV were a decadic area, the lifetime would be πħ/(S ln 10) = 0.150 ps. This factor of 2.3 matters far more than the 5.0 % correction that part (f) finds when nonradiative broadening dominates.

Now let the resonance vary over the sheet on a scale much shorter than the wavelength, and assume that the different regions respond independently, so that the light sees the average of their responses. Near resonance write δ = ω − ω0, and let ρ(Δ) be a normalised Gaussian distribution of resonance shifts. Then t = 1/(1 + G), with

G(δ) = Γ0 ∫ ρ(Δ) dΔ/[Γ − i(δ − Δ)].

Without disorder this reduces to the t of part (b) with u ≈ 2δ. For δ in the upper half of the complex plane, the denominator has a positive real part, and so has G. Hence 1 + G has no zero there and ln(1 + G) is analytic. At large |δ|, ln(1 + G) → iΓ0/δ. Closing the contour with a large upper semicircle, which contributes iΓ0 · iπ = −πΓ0, shows that the integral along the real line is πΓ0. Since −ln T = 2 Re ln(1 + G), its area is again 2πΓ0. Disorder of this kind changes the shape of the line but not this area. If G is small, A ≈ 2 Re G, and the absorbed fraction has the same area to leading order.

**(f) The total full width is 40 meV. Without assuming Γ ≫ Γ0, and without disorder, which lifetimes are compatible with S?**

Model answer. The total half-width is W = ħ(Γ + Γ0) = 20 meV. With x = ħΓ0, part (c) reads

S = 2πx(W − x)/W,

or x² − Wx + WS/(2π) = 0. Its solutions are

x = (W/2){1 ∓ √[1 − 4(S/2π)/W]}
 = 10 meV × {1 ∓ √[1 − 4 × 0.955/20]}
 = 1.005 meV or 18.99 meV.

The lifetimes ħ/(2x) are 0.327 ps and 0.0173 ps. The two roots add up to W, so they exchange the values of Γ and Γ0. Since A depends on these through their product and their sum, both roots give the same absorption spectrum, with the same peak value

A(ω0) = S/(πW) = 6.0/(π × 20) = 9.55 %.

Absorption alone cannot decide between them. Reflection can: its peak is (ħΓ0/W)², which is 0.25 % for the small root and more than one half for the large one. The statement that nonradiative broadening dominates selects the small root. The lifetime is then 5.0 % shorter than in part (d), because the finite radiative width reduces the absorbed area by the factor Γ/(Γ + Γ0), and the simple rule reads this loss as slower emission.

The square root also sets a limit: for a given W the model allows no area above πW/2, which is reached at Γ = Γ0.

**(g) Estimate the errors from a finite integration window and from an unnoticed substrate. Compare the model with real monolayers.**

Model answer. Near resonance u ≈ 2δ and A is a Lorentzian of half-width W. A window reaching an energy V ≫ W to each side of the line misses the fraction 2W/(πV) of its area. For V = 200 meV this is 2 × 20/(π × 200), or 6.4 %. Numerical quadrature of the full A(ω), with the small root of part (f), likewise finds 93.6 % of the area inside the window. If the 6.0 meV had been collected in this way, the full area would be larger and the lifetime from the simple rule about 6 % shorter.

For a substrate of refractive index n behind the sheet, with light arriving from the vacuum side, the forward wave has H = nε0cE. The boundary conditions are

1 + r = t,  1 − r − nt = st,

where s is the sheet current divided by ε0c times the field at the sheet. From the equation of motion with the total field, and B/(ε0c) = 4Γ0,

s = 4Γ0/(2Γ − iu).

Adding the two conditions gives t = 2/(1 + n + s). The absorbed fraction is the work done on the current, A = |t|² Re s. Inserting Re s = 8ΓΓ0/(u² + 4Γ²) yields

A = [4/(1 + n)²] · 8ΓΓ0/[u² + 4(Γ + Γs)²],  Γs = 2Γ0/(1 + n).

By the integral of part (c), the area is

S_sub = [4/(1 + n)²] · 2πħΓΓ0/(Γ + Γs).

For n = 1.5, with D, ω0 and Γ held at the values of part (f), the area falls from 6.0 to 3.88 meV. The main cause is the weaker field at the interface. Conversely, if the 6.0 meV had been measured on this substrate, the simple rule would need the factor 4/(1 + n)² = 0.64, and the same sheet when freestanding would have τ = 0.64 × 0.3446 ps = 0.22 ps. This assumes dominant nonradiative broadening and a D that is the same with and without the substrate; in a real monolayer the substrate also screens the exciton and changes D.

At room temperature, monolayers of the disulfides and diselenides of molybdenum and tungsten have their lowest bright exciton between about 1.5 and 2 eV, with linewidths of some tens of meV, so the chosen parameters are not far from typical. The optical phase over 0.7 nm of vacuum, ω0/c times the thickness, is 0.0071 rad. Even with a refractive index of 4 inside the layer it is only 0.028 rad, which supports treating the layer as a sheet. The model omits the background polarisability behind that index. This hardly changes the absorbed area, but it adds a reflected wave comparable to that of the exciton, so the peak reflection of a real layer can be about three times the 0.25 % of part (f). The same background matters for −ln T. A 0.7 nm layer of index 4 reflects about 0.28 % near 2 eV even without the exciton, which adds about 1.1 meV to the area of −ln T within 200 meV of the line. The rule of part (e) therefore applies to a real layer only after T has been divided by the background transmission. Two other assumptions matter more for the area. Many samples lie on a substrate or between other layers, and for n = 1.5 this alone changes the inferred lifetime by about a third. Real spectra also contain further excitonic transitions, so the tails of one line must be separated from its neighbours; the 6.4 % above shows how much area is at stake for a 200 meV window. In clean, cold samples the line can narrow to a few meV. A radiative full width of 1.9 meV is then no longer small, and the simple rule fails. For a freestanding sheet without disorder, the relation of part (f) takes its place.

**(h) Would luminescence from a thermal exciton gas at 300 K decay radiatively within 0.34 ps?**

Model answer. No. Translational symmetry conserves in-plane momentum, and a photon of frequency ω0 in vacuum can carry at most ħω0/c. Excitons with larger momentum cannot emit directly. The kinetic energy at this limit, the edge of the light cone, is

E1 = (ħω0/c)²/(2M) = (ħω0)²/(2Mc²) = 3.91 μeV.

In two dimensions a parabolic band has a constant density of states. In a dilute gas with a Boltzmann distribution, the fraction of excitons below E1 is therefore

p = 1 − exp(−E1/kT) ≈ E1/kT = 3.91 μeV / 25.85 meV = 1.5×10⁻⁴.

If scattering refills the light cone faster than it empties, the gas emits at a rate of order p/τ. Its radiative lifetime is of order

τ/p ≈ 2 ns.

This is an order of magnitude. It gives every exciton inside the light cone the rate found for zero momentum, which leaves out a factor of order one from the dependence on angle and polarisation. It also neglects the long-range exchange interaction, which raises part of the exciton band and changes the result by another factor of order one, and it ignores dark exciton states, which would hold part of the population and lengthen the time further. Faster nonradiative recombination would end the luminescence earlier. The absorption measurement determines the emission rate of the states that light addresses at normal incidence; the decay of a thermal gas depends in addition on how seldom those states are occupied.

Numbers in the example were calculated in double precision.
